# Nesbet's theorem: correlation energy from double excitations and its pair energies: test program

```python
"""
Result under test (Nesbet's theorem): for a Hartree-Fock determinant Phi0 and
an exact eigenstate Psi in the same basis, scaled so that <Phi0|Psi> = 1,
    E - <Phi0|H|Phi0> = sum_{i<j} e_ij,
    e_ij = sum_{a<b} <ij||ab> c_ij^ab.
i, j: occupied spin orbitals; a, b: virtual spin orbitals;
c_ij^ab: coefficient of a+ b+ j i |Phi0>; <ij||ab>: antisymmetrized integral.
The Hamiltonian matrix is built from one-electron replacement operators,
without Slater-Condon rules. Example: BeH2, STO-3G, all electrons.
Internal energies are in hartree; printed energies are in eV unless labelled.
"""
from itertools import combinations
import numpy as np
from scipy import constants
from scipy.linalg import eigh, expm
from pyscf import gto, scf, ao2mo, fci, mp

EV = constants.physical_constants["Hartree energy in eV"][0]
ANGSTROM = constants.physical_constants["Bohr radius"][0] / constants.angstrom

bond = 1.33
mol = gto.M(atom=[["Be", (0, 0, 0)], ["H", (0, 0, bond)],
                  ["H", (0, 0, -bond)]],
            unit="Angstrom", basis="sto-3g", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.conv_tol_grad = 1e-8
mf.kernel()
assert mf.converged
n_orb = mf.mo_coeff.shape[1]
n_occ = mol.nelectron // 2
occ, vir = slice(0, n_occ), slice(n_occ, n_orb)
e_nuc = mol.energy_nuc()

# Replacement operators p+ q on the strings of one spin; string 0 is occupied
# in the reference determinant.
strings = list(combinations(range(n_orb), n_occ))
position = {s: k for k, s in enumerate(strings)}
n_str = len(strings)
rep = np.zeros((n_orb, n_orb, n_str, n_str))
for col, s in enumerate(strings):
    for q in s:
        rest = [r for r in s if r != q]
        for p in range(n_orb):
            if p not in rest:
                swaps = s.index(q) + sum(r < p for r in rest)
                new = tuple(sorted(rest + [p]))
                rep[p, q, position[new], col] = (-1) ** swaps
string_level = np.array([sum(p >= n_occ for p in s) for s in strings])
level = (string_level[:, None] + string_level[None, :]).ravel()


def integrals(mo):
    h = mo.T @ mf.get_hcore() @ mo
    eri = ao2mo.restore(1, ao2mo.kernel(mol, mo), n_orb)
    return h, eri


def hamiltonian(h, eri):
    """Electronic Hamiltonian over all products of alpha and beta strings."""
    k = h - 0.5 * np.einsum("pqqs->ps", eri)
    w = np.tensordot(eri, rep, axes=([2, 3], [0, 1]))
    one_spin = np.tensordot(k, rep, axes=([0, 1], [0, 1]))
    one_spin = one_spin + 0.5 * np.einsum("pqij,pqjk->ik", rep, w)
    cross = np.tensordot(rep, w, axes=([0, 1], [0, 1]))
    cross = cross.transpose(0, 2, 1, 3).reshape(n_str**2, n_str**2)
    unit = np.eye(n_str)
    return np.kron(one_spin, unit) + np.kron(unit, one_spin) + cross


def ground(matrix):
    """Lowest eigenvalue and eigenvector, reference coefficient set to 1."""
    e, vec = eigh(matrix, subset_by_index=[0, 0])
    assert abs(vec[0, 0]) > 0.1
    return e[0], vec[:, 0] / vec[0, 0]


single_rep = rep[vir, occ]
single_str = rep[vir, occ, :, 0]
double_str = np.einsum("aikl,bjl->ijabk", single_rep, single_str)


def doubles(vector):
    """Components on a+ b+ j i |Phi0>: alpha-beta, alpha-alpha, beta-beta."""
    c = vector.reshape(n_str, n_str)
    ab = np.einsum("aik,kl,bjl->ijab", single_str, c, single_str,
                   optimize=True)
    return ab, double_str @ c[:, 0], double_str @ c[0, :]


def couplings(eri):
    g = eri[occ, vir, occ, vir].transpose(0, 2, 1, 3)
    return g, g - g.transpose(0, 1, 3, 2)


def pair_energies(eri, coeffs):
    """Spatial-pair matrices: opposite-spin and same-spin parts, and total."""
    g, anti = couplings(eri)
    ab, aa, bb = coeffs
    opp = np.einsum("ijab,ijab->ij", g, ab)
    same = 0.5 * np.einsum("ijab,ijab->ij", anti, aa + bb)
    total = opp.sum() + 0.5 * same.sum()
    opp_pair = opp + opp.T - np.diag(np.diag(opp))
    return opp_pair, same, total


# Exact state in the canonical Hartree-Fock orbitals
h, eri = integrals(mf.mo_coeff)
H = hamiltonian(h, eri)
assert np.allclose(H, H.T, atol=1e-10)
assert abs(H[0, 0] + e_nuc - mf.e_tot) < 1e-8
e_exact, psi = ground(H)
e_corr = e_exact - H[0, 0]
assert abs(e_exact + e_nuc - fci.FCI(mf).kernel()[0]) < 1e-7

# Couplings of the reference to each excitation level
max_single = np.abs(H[0, level == 1]).max()
max_high = np.abs(H[0, level > 2]).max()
assert max_single < 1e-7
assert max_high < 1e-11
g, anti = couplings(eri)
for found, expected in zip(doubles(H[0]), (g, anti, anti)):
    assert np.allclose(found, expected, atol=1e-10)

# The theorem and its pair partition
coeffs = doubles(psi)
opp, same, pair_sum = pair_energies(eri, coeffs)
assert abs(pair_sum - e_corr) < 1e-7

# One pair resolved into its terms
hom = n_occ - 1
term_g = np.array([g[hom, hom, a, a] for a in range(n_orb - n_occ)])
term_c = np.array([coeffs[0][hom, hom, a, a] for a in range(n_orb - n_occ)])
assert abs(term_g @ term_c - opp[hom, hom]) < 1e-8

# First-order coefficients from a numerical derivative in the perturbation
eps = mf.mo_energy
string_eps = np.array([sum(eps[p] for p in s) for s in strings])
H_zero = np.diag((string_eps[:, None] + string_eps[None, :]).ravel())
lam = 1e-3
plus = ground(H_zero + lam * (H - H_zero))[1]
minus = ground(H_zero - lam * (H - H_zero))[1]
numeric = doubles((plus - minus) / (2 * lam))
eo, ev = eps[occ], eps[vir]
gap = (ev[None, None, :, None] + ev[None, None, None, :]
       - eo[:, None, None, None] - eo[None, :, None, None])
first = (-g / gap, -anti / gap, -anti / gap)
for found, expected in zip(numeric, first):
    # the central difference has an error of order lam squared
    assert np.abs(found - expected).max() < 1e-5
opp_mp2, same_mp2, e_mp2 = pair_energies(eri, first)
assert abs(e_mp2 - mp.MP2(mf).run().e_corr) < 1e-7

# Truncated CI: same energy formula, different doubles coefficients
truncated = {}
for name, kept in (("CID", (0, 2)), ("CISD", (0, 1, 2)),
                   ("CISDT", (0, 1, 2, 3)), ("CISDTQ", (0, 1, 2, 3, 4))):
    sel = np.flatnonzero(np.isin(level, kept))
    e_trunc, part = ground(H[np.ix_(sel, sel)])
    full = np.zeros(len(level))
    full[sel] = part
    truncated[name] = e_trunc - H[0, 0]
    formula = pair_energies(eri, doubles(full))[2]
    assert abs(formula - truncated[name]) < 1e-7
assert truncated["CISD"] < truncated["CID"] - 1e-7
assert e_corr < truncated["CISD"] - 1e-6

# Expectation value when only the reference and the exact doubles are kept
cut = np.where((level == 0) | (level == 2), psi, 0.0)
e_cut = cut @ H @ cut / (cut @ cut) - H[0, 0]
assert e_cut > e_corr + 1e-6
assert e_cut >= truncated["CID"] - 1e-10

# Equivalent bond orbitals from the two valence orbitals
turn = np.eye(n_orb)
turn[1:3, 1:3] = np.array([[1, -1], [1, 1]]) / np.sqrt(2)
mo_bond = mf.mo_coeff @ turn
h_b, eri_b = integrals(mo_bond)
H_b = hamiltonian(h_b, eri_b)
e_b, psi_b = ground(H_b)
assert abs(e_b - e_exact) < 1e-8
assert abs(H_b[0, 0] - H[0, 0]) < 1e-8
assert np.abs(H_b[0, level == 1]).max() < 1e-7
opp_b, same_b, sum_b = pair_energies(eri_b, doubles(psi_b))
assert abs(sum_b - e_corr) < 1e-7
assert abs(opp_b[1, 1] - opp_b[2, 2]) < 1e-6
assert abs(opp_b[1, 1] - opp[1, 1]) > 1e-5
z_ao = mol.intor("int1e_r")[2]
centre = np.diag(mo_bond.T @ z_ao @ mo_bond)[1:3] * ANGSTROM
assert abs(centre.sum()) < 1e-5 and abs(centre[0]) > 0.3

# Non-stationary reference: occupied and virtual orbitals mixed on purpose
mix = 0.1
kappa = np.zeros((n_orb, n_orb))
kappa[vir, occ] = mix
kappa = kappa - kappa.T
h_n, eri_n = integrals(mf.mo_coeff @ expm(kappa))
H_n = hamiltonian(h_n, eri_n)
e_n, psi_n = ground(H_n)
assert abs(e_n - e_exact) < 1e-8
fock = (h_n + 2 * np.einsum("pqkk->pq", eri_n[:, :, occ, occ])
        - np.einsum("pkkq->pq", eri_n[:, occ, occ, :]))
c_n = psi_n.reshape(n_str, n_str)
c_single = np.einsum("aik,k->ia", single_str, c_n[:, 0] + c_n[0, :])
singles_n = np.sum(fock[occ, vir] * c_single)
doubles_n = pair_energies(eri_n, doubles(psi_n))[2]
assert abs(singles_n + doubles_n - (e_n - H_n[0, 0])) < 1e-8
assert abs(singles_n) > 1e-4

# Output
print(f"BeH2, STO-3G, Be-H distance: {bond:.2f} angstrom")
print(f"electrons {mol.nelectron}, spatial orbitals {n_orb}, "
      f"determinants {len(level)}")
print("occupied orbital energies (eV):",
      " ".join(f"{x * EV:.3f}" for x in eo))
print("virtual orbital energies (eV):",
      " ".join(f"{x * EV:.3f}" for x in ev))
print(f"Hartree-Fock total energy: {mf.e_tot * EV:.4f} eV")
print(f"full CI total energy: {(e_exact + e_nuc) * EV:.4f} eV")
print(f"correlation energy, diagonalization: {e_corr * EV:.5f} eV")
print(f"correlation energy, sum of pairs: {pair_sum * EV:.5f} eV")
print(f"correlation energy: {e_corr:.6f} hartree")
print(f"largest coupling to singles: {max_single * EV:.1e} eV")
print(f"largest coupling beyond doubles: {max_high * EV:.1e} eV")
print("weights in the unit-normalized exact state, by excitation level:")
for n in range(level.max() + 1):
    weight = np.sum(psi[level == n] ** 2) / (psi @ psi)
    print(f"  level {n}: {weight:.3e}")
print("canonical pairs (eV): opposite spin, same spin, sum, MP2 sum")
for i in range(n_occ):
    for j in range(i, n_occ):
        print(f"  {i+1}-{j+1}: {opp[i, j]*EV:.5f} {same[i, j]*EV:.5f} "
              f"{(opp[i, j]+same[i, j])*EV:.5f} "
              f"{(opp_mp2[i, j]+same_mp2[i, j])*EV:.5f}")
print(f"MP2 correlation energy: {e_mp2 * EV:.5f} eV")
print(f"pair {hom+1}-{hom+1} by doubly filled virtual orbital:")
print("  orbital, integral (eV), coefficient, product (eV)")
for a, (x, c) in enumerate(zip(term_g, term_c)):
    print(f"  {n_occ+a+1}: {x*EV:.5f} {c:.6f} {x*c*EV:.5f}")
print("correlation energy of truncated CI (eV):")
for name, value in truncated.items():
    print(f"  {name}: {value * EV:.5f}")
print(f"expectation value, exact doubles only: {e_cut * EV:.5f} eV")
print("bond-orbital centres along the axis (angstrom):",
      " ".join(f"{x:.3f}" for x in centre))
print("pairs with bond orbitals 2 and 3 (eV): opposite, same, sum")
for i in range(n_occ):
    for j in range(i, n_occ):
        print(f"  {i+1}-{j+1}: {opp_b[i, j]*EV:.5f} {same_b[i, j]*EV:.5f} "
              f"{(opp_b[i, j]+same_b[i, j])*EV:.5f}")
print(f"sum of pairs with bond orbitals: {sum_b * EV:.5f} eV")
print(f"non-stationary reference, mixing parameter {mix:.1f}:")
print(f"  exact minus reference energy: {(e_n - H_n[0, 0]) * EV:.5f} eV")
print(f"  doubles term: {doubles_n * EV:.5f} eV")
print(f"  singles term: {singles_n * EV:.5f} eV")
print("verified")
```

Printed output:

```
BeH2, STO-3G, Be-H distance: 1.33 angstrom
electrons 6, spatial orbitals 7, determinants 1225
occupied orbital energies (eV): -122.985 -12.455 -11.473
virtual orbital energies (eV): 5.764 5.764 12.568 25.737
Hartree-Fock total energy: -423.4118 eV
full CI total energy: -424.3648 eV
correlation energy, diagonalization: -0.95292 eV
correlation energy, sum of pairs: -0.95292 eV
correlation energy: -0.035019 hartree
largest coupling to singles: 2.5e-10 eV
largest coupling beyond doubles: 0.0e+00 eV
weights in the unit-normalized exact state, by excitation level:
  level 0: 9.722e-01
  level 1: 2.933e-04
  level 2: 2.709e-02
  level 3: 2.936e-04
  level 4: 1.527e-04
  level 5: 1.820e-08
  level 6: 2.302e-09
canonical pairs (eV): opposite spin, same spin, sum, MP2 sum
  1-1: -0.00358 0.00000 -0.00358 -0.00410
  1-2: -0.00596 0.00000 -0.00596 -0.00528
  1-3: -0.00013 -0.00000 -0.00014 -0.00014
  2-2: -0.32108 0.00000 -0.32108 -0.21972
  2-3: -0.34150 -0.00435 -0.34585 -0.21940
  3-3: -0.27632 0.00000 -0.27632 -0.18410
MP2 correlation energy: -0.63275 eV
pair 3-3 by doubly filled virtual orbital:
  orbital, integral (eV), coefficient, product (eV)
  4: 0.39904 0.000404 0.00016
  5: 0.39904 0.000404 0.00016
  6: 2.27108 -0.081114 -0.18422
  7: 2.24275 -0.041213 -0.09243
correlation energy of truncated CI (eV):
  CID: -0.92772
  CISD: -0.93223
  CISDT: -0.94218
  CISDTQ: -0.95292
expectation value, exact doubles only: -0.92577 eV
bond-orbital centres along the axis (angstrom): 1.039 -1.039
pairs with bond orbitals 2 and 3 (eV): opposite, same, sum
  1-1: -0.00358 0.00000 -0.00358
  1-2: -0.00305 -0.00000 -0.00305
  1-3: -0.00305 -0.00000 -0.00305
  2-2: -0.43795 0.00000 -0.43795
  2-3: -0.06300 -0.00435 -0.06735
  3-3: -0.43795 0.00000 -0.43795
sum of pairs with bond orbitals: -0.95292 eV
non-stationary reference, mixing parameter 0.1:
  exact minus reference energy: -13.42724 eV
  doubles term: -0.68445 eV
  singles term: -12.74279 eV
verified
```
